# Early capture of oxygen by drift to an edge dislocation: a numerical check

```python
"""
Result under test: with pure drift in W = A*sin(theta)/r, the number of atoms
captured per length of an edge dislocation is
    N(t) = 3*(pi/2)**(1/3) * c0 * (K*t)**(2/3),   K = D*A/(kB*T).
c0: initial uniform concentration; D: diffusivity; T: temperature;
A = mu*b*(1+nu)*dV/(3*pi*(1-nu)); mu: shear modulus; nu: Poisson ratio;
b: Burgers vector length; dV: relaxation volume of one interstitial.
y > 0 is the compressed side. L = A/(kB*T) is the range where |W| ~ kB*T.
Scaled units: length (K*t)**(1/3), time t; diffusion then has the coefficient
eps = (D*t/L**2)**(1/3).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import coo_matrix, identity, diags
from scipy.sparse.linalg import splu

# ---- Elastic field: equilibrium, Burgers vector, line force, misfit energy
x, y = sp.symbols("x y", real=True)
b, nu, mu, dV = sp.symbols("b nu mu dV", positive=True)
r2 = x**2 + y**2
ux = b/(2*sp.pi)*(sp.atan(y/x) + x*y/(2*(1 - nu)*r2))
uy = -b/(2*sp.pi)*((1 - 2*nu)/(4*(1 - nu))*sp.log(r2)
                   + (x**2 - y**2)/(4*(1 - nu)*r2))
dilatation = sp.simplify(sp.diff(ux, x) + sp.diff(uy, y))
for u, q in ((ux, x), (uy, y)):
    balance = (sp.diff(u, x, 2) + sp.diff(u, y, 2)
               + sp.diff(dilatation, q)/(1 - 2*nu))
    assert sp.simplify(balance) == 0
bulk = 2*mu*(1 + nu)/(3*(1 - 2*nu))
A_formula = mu*b*(1 + nu)*dV/(3*sp.pi*(1 - nu))
assert sp.simplify(-bulk*dV*dilatation - A_formula*y/r2) == 0

nu_test = 0.22
angles = 2*np.pi*(np.arange(400) + 0.5)/400
cx, cy = np.cos(angles), np.sin(angles)
grads = [sp.lambdify((x, y), sp.diff(u, q).subs({b: 1, nu: nu_test}),
                     "numpy")(cx, cy) for u in (ux, uy) for q in (x, y)]
uxx, uxy, uyx, uyy = grads
jump_x = 2*np.pi*np.mean(-uxx*cy + uxy*cx)
jump_y = 2*np.pi*np.mean(-uyx*cy + uyy*cx)
assert abs(jump_x - 1) < 1e-9 and abs(jump_y) < 1e-9
lame = 2*nu_test/(1 - 2*nu_test)
trace = uxx + uyy
force_x = np.mean((lame*trace + 2*uxx)*cx + (uxy + uyx)*cy)
force_y = np.mean((uxy + uyx)*cx + (lame*trace + 2*uyy)*cy)
assert abs(force_x) < 1e-9 and abs(force_y) < 1e-9

# ---- Drift field: harmonic, speed 1/r^2, circular paths through the core
w = y/r2
wx, wy = sp.diff(w, x), sp.diff(w, y)
assert sp.simplify(sp.diff(wx, x) + sp.diff(wy, y)) == 0
assert sp.simplify(wx**2 + wy**2 - 1/r2**2) == 0
diameter = r2/x
assert sp.simplify(wx*sp.diff(diameter, x) + wy*sp.diff(diameter, y)) == 0

# ---- Trajectories from a grid of starts (right half; left is its mirror)
gradient = sp.lambdify((x, y), (wx, wy), "numpy")


def path_rates(px, py):
    """Rates of x, y and elapsed time when the path step is r*dsigma."""
    gx, gy = gradient(px, py)
    size = np.hypot(gx, gy)
    r = np.hypot(px, py)
    return -r*gx/size, -r*gy/size, r/size


cell = 0.01
X0, Y0 = np.meshgrid(cell*(np.arange(130) + 0.5),
                     -1.5 + cell*(np.arange(220) + 0.5), indexing="ij")
px, py, arrival = X0.copy(), Y0.copy(), np.zeros_like(X0)
step = 0.04
for _ in range(300):
    k1 = path_rates(px, py)
    k2 = path_rates(px + step/2*k1[0], py + step/2*k1[1])
    k3 = path_rates(px + step/2*k2[0], py + step/2*k2[1])
    k4 = path_rates(px + step*k3[0], py + step*k3[1])
    inc = [step/6*(p + 2*q + 2*s + v) for p, q, s, v in zip(k1, k2, k3, k4)]
    px, py, arrival = px + inc[0], py + inc[1], arrival + inc[2]
phi0 = np.arctan2(X0, -Y0)
arrival_formula = ((X0**2 + Y0**2)/X0)**3*(2*phi0 - np.sin(2*phi0))/4
near = arrival_formula < 5
arrival_error = np.max(np.abs(arrival[near]/arrival_formula[near] - 1))
assert arrival_error < 1e-4
edge_times = np.concatenate((arrival[-1], arrival[:, 0], arrival[:, -1]))
assert edge_times.min() > 1          # the captured region lies inside the grid
coefficient = 3*(np.pi/2)**(1/3)
test_times = np.array([0.125, 0.25, 0.5, 1.0])
areas = np.array([2*cell**2*np.sum(arrival <= s) for s in test_times])
assert np.max(np.abs(areas/(coefficient*test_times**(2/3)) - 1)) < 0.01
slope_count = np.polyfit(np.log(test_times), np.log(areas), 1)[0]
assert abs(slope_count - 2/3) < 0.01
reach_count = -Y0[arrival <= 1].min()
assert abs(reach_count - 3**(1/3)) < 2*cell


# ---- Full drift-diffusion with an absorbing core, scaled units
def bernoulli(z):
    small = np.abs(z) < 1e-6
    safe = np.where(small, 1.0, z)
    return np.where(small, 1 - z/2, safe/np.expm1(safe))


def captured_area(eps, core, n_r=120, n_phi=64, n_t=150, outer=8.0):
    """Captured number / c0 at n_t+1 times from 0 to 1.
    Atoms that start inside the core radius count as captured at once."""
    edges = np.linspace(np.log(core), np.log(outer), n_r + 1)
    du, dphi = edges[1] - edges[0], np.pi/n_phi
    rho = np.exp((edges[1:] + edges[:-1])/2)
    phi = dphi*(np.arange(n_phi) + 0.5)
    pot = -np.cos(phi)[None, :]/rho[:, None]
    volume = np.repeat(np.diff(np.exp(2*edges))/2*dphi, n_phi)
    index = np.arange(n_r*n_phi).reshape(n_r, n_phi)
    rows, cols, vals = [], [], []
    links = ((index[:-1], index[1:], pot[1:] - pot[:-1], dphi/du),
             (index[:, :-1], index[:, 1:], pot[:, 1:] - pot[:, :-1], du/dphi))
    for first, second, dpot, shape in links:
        i, j = first.ravel(), second.ravel()
        forward = eps*shape*bernoulli(dpot/eps).ravel()
        back = eps*shape*bernoulli(-dpot/eps).ravel()
        rows += [i, j, i, j]
        cols += [i, i, j, j]
        vals += [-forward, forward, back, -back]
    to_core = -np.cos(phi)/core - pot[0]
    rows.append(index[0])
    cols.append(index[0])
    vals.append(-eps*dphi/(du/2)*bernoulli(to_core/eps))
    size = n_r*n_phi
    matrix = coo_matrix((np.concatenate(vals),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(size, size)).tocsr()
    matrix = (diags(1/volume) @ matrix).tocsr()
    dt, gam = 1/n_t, 1 - 1/np.sqrt(2)
    solver = splu((identity(size) - gam*dt*matrix).tocsc())
    conc = np.ones(size)
    history = [np.pi*core**2]
    for _ in range(n_t):
        s1 = solver.solve(matrix @ conc)
        s2 = solver.solve(matrix @ (conc + (1 - gam)*dt*s1))
        conc = conc + dt*((1 - gam)*s1 + gam*s2)
        history.append(np.pi*core**2 + 2*np.sum(volume*(1 - conc)))
    return np.array(history)


eps_tests = [0.05, 0.2, 0.8]
ratios = [captured_area(e, 0.1)[-1]/coefficient for e in eps_tests]
deviation = np.abs(np.array(ratios) - 1)
assert deviation[0] < 0.12
assert deviation[0] < deviation[1] < deviation[2]

# ---- Worked example: rough typical values for oxygen in silicon
eV = const.e
kB = const.k/eV                        # eV/K
T, hold = 923.0, 5.0                   # K, s
mu_GPa, nu_si, b_nm, dV_nm3 = 65.0, 0.22, 0.384, 0.013
D0_cm2s, Ea, c0_cm3 = 0.13, 2.53, 1e18
c0 = c0_cm3*1e-21                      # nm^-3
A = float(A_formula.subs({mu: mu_GPa*1e9*1e-27/eV, nu: nu_si,
                          b: b_nm, dV: dV_nm3}))     # eV nm


def diffusivity(temp):
    return D0_cm2s*1e14*np.exp(-Ea/(kB*temp))        # nm^2/s


def drift_constant(temp):
    return diffusivity(temp)*A/(kB*temp)             # nm^3/s


D, K, L = diffusivity(T), drift_constant(T), A/(kB*T)
scale = (K*hold)**(1/3)
reach = (3*K*hold)**(1/3)
area = coefficient*scale**2
N = c0*area
N_early = c0*coefficient*(K*hold/8)**(2/3)
eps = (D*hold/L**2)**(1/3)

core_radius = b_nm
full = captured_area(eps, core_radius/scale)
coarse = captured_area(eps, core_radius/scale, 80, 44, 100)
assert abs(coarse[-1]/full[-1] - 1) < 0.02
ratio_full = full[-1]/coefficient
slope_full = np.log(full[-1]/full[len(full)//2])/np.log(2)

# Release from the core: compare with dilute equilibrium site occupancy
bond_density = 16/(b_nm*np.sqrt(2))**3               # bond sites per nm^3
occupancy = N*b_nm                                   # one core site per b
binding_limit = kB*T*np.log(occupancy/(1 - occupancy)*bond_density/c0)
binding_elastic = A/core_radius

# Nonlinear drift: work over half a hop equals kB*T at this radius
hop = b_nm/2
r_nonlinear = np.sqrt(L*hop/2)
time_share = (r_nonlinear/reach)**3

# Dissociation of the edge dislocation into two partials
gamma_fault = 0.06                                   # J/m^2
b_partial = b_nm/np.sqrt(3)
bracket = (b_partial*np.sqrt(3)/2)**2/(1 - nu_si) - (b_partial/2)**2
separation = mu_GPa*1e9*bracket*1e-18/(2*np.pi*gamma_fault)*1e9
partial_factor = 2*(b_partial*np.sqrt(3)/2/b_nm)**(2/3)

# Heating and cooling ramps: only the time integral of K matters for drift
ramp = 100.0                                         # K/s
extra = 2*quad(lambda q: drift_constant(q)/K, 300, T)[0]/ramp
ramp_factor = (1 + extra/hold)**(2/3)

print("TESTS (scaled units, dimensionless)")
print(f"coefficient 3*(pi/2)^(1/3): {coefficient:.4f}")
print(f"captured area at scaled time 1, trajectory count: {areas[-1]:.4f}")
print(f"exponent from trajectory count: {slope_count:.4f}")
print(f"largest relative arrival-time error: {arrival_error:.1e}")
print(f"farthest reach, trajectory count: {reach_count:.3f}")
print(f"farthest reach, formula 3^(1/3): {3**(1/3):.3f}")
for e, q in zip(eps_tests, ratios):
    print(f"full / drift-only count, eps = {e:.2f}, core 0.1: {q:.3f}")
print("EXAMPLE INPUTS (rough values, oxygen in silicon)")
print(f"temperature: {T:.0f} K")
print(f"hold time: {hold:.1f} s")
print(f"shear modulus: {mu_GPa:.0f} GPa")
print(f"Poisson ratio: {nu_si:.2f}")
print(f"Burgers vector length = core radius: {b_nm:.3f} nm")
print(f"relaxation volume: {dV_nm3:.3f} nm^3")
print(f"diffusivity prefactor: {D0_cm2s:.2f} cm^2/s")
print(f"diffusion activation energy: {Ea:.2f} eV")
print(f"oxygen concentration: {c0_cm3:.1e} cm^-3")
print("EXAMPLE RESULTS")
print(f"thermal energy kB*T: {kB*T:.4f} eV")
print(f"potential strength A: {A:.3f} eV nm")
print(f"diffusivity D: {D:.3f} nm^2/s")
print(f"range L = A/(kB*T): {L:.2f} nm")
print(f"drift constant K: {K:.3f} nm^3/s")
print(f"drift length (K*t)^(1/3): {scale:.2f} nm")
print(f"farthest reach (3*K*t)^(1/3): {reach:.2f} nm")
print(f"drained initial area: {area:.2f} nm^2")
print(f"captured per length N: {N:.5f} nm^-1 = {N*1e7:.2e} cm^-1")
print(f"mean spacing of captured atoms: {1/N:.0f} nm")
print(f"N at one eighth of the hold time: {N_early:.5f} nm^-1")
print(f"time for reach to equal core radius: {core_radius**3/(3*K):.3f} s")
print(f"diffusion crossover time L^2/D: {L**2/D:.0f} s")
print("NEGLECTED EFFECTS")
print(f"diffusion parameter eps: {eps:.3f}")
print(f"full / drift-only count, diffusion and core: {ratio_full:.3f}")
print(f"full-model exponent, half to full hold time: {slope_full:.3f}")
print(f"core site occupancy: {occupancy:.5f}")
print(f"binding below which release matters: {binding_limit:.2f} eV")
print(f"elastic binding at core radius: {binding_elastic:.2f} eV")
print(f"radius where drift turns nonlinear: {r_nonlinear:.2f} nm")
print(f"share of longest axial travel time inside it: {time_share:.3f}")
print(f"stacking-fault energy (rough input): {gamma_fault:.2f} J/m^2")
print(f"separation of partials: {separation:.1f} nm")
print(f"count factor for two independent partials: {partial_factor:.3f}")
print(f"ramp rate, up and down (input): {ramp:.0f} K/s")
print(f"equivalent extra hold time from ramps: {extra:.2f} s")
print(f"count factor from ramps: {ramp_factor:.3f}")
print("checks complete")
```

Output:

```
TESTS (scaled units, dimensionless)
coefficient 3*(pi/2)^(1/3): 3.4873
captured area at scaled time 1, trajectory count: 3.4856
exponent from trajectory count: 0.6660
largest relative arrival-time error: 3.8e-06
farthest reach, trajectory count: 1.435
farthest reach, formula 3^(1/3): 1.442
full / drift-only count, eps = 0.05, core 0.1: 1.023
full / drift-only count, eps = 0.20, core 0.1: 1.090
full / drift-only count, eps = 0.80, core 0.1: 1.340
EXAMPLE INPUTS (rough values, oxygen in silicon)
temperature: 923 K
hold time: 5.0 s
shear modulus: 65 GPa
Poisson ratio: 0.22
Burgers vector length = core radius: 0.384 nm
relaxation volume: 0.013 nm^3
diffusivity prefactor: 0.13 cm^2/s
diffusion activation energy: 2.53 eV
oxygen concentration: 1.0e+18 cm^-3
EXAMPLE RESULTS
thermal energy kB*T: 0.0795 eV
potential strength A: 0.336 eV nm
diffusivity D: 0.199 nm^2/s
range L = A/(kB*T): 4.23 nm
drift constant K: 0.842 nm^3/s
drift length (K*t)^(1/3): 1.61 nm
farthest reach (3*K*t)^(1/3): 2.33 nm
drained initial area: 9.10 nm^2
captured per length N: 0.00910 nm^-1 = 9.10e+04 cm^-1
mean spacing of captured atoms: 110 nm
N at one eighth of the hold time: 0.00227 nm^-1
time for reach to equal core radius: 0.022 s
diffusion crossover time L^2/D: 90 s
NEGLECTED EFFECTS
diffusion parameter eps: 0.382
full / drift-only count, diffusion and core: 1.179
full-model exponent, half to full hold time: 0.695
core site occupancy: 0.00349
binding below which release matters: 0.47 eV
elastic binding at core radius: 0.88 eV
radius where drift turns nonlinear: 0.64 nm
share of longest axial travel time inside it: 0.020
stacking-fault energy (rough input): 0.06 J/m^2
separation of partials: 6.0 nm
count factor for two independent partials: 1.260
ramp rate, up and down (input): 100 K/s
equivalent extra hold time from ramps: 0.56 s
count factor from ramps: 1.074
checks complete
```
